# The MIT Bag Condition from an Infinite Scalar Wall

## 1. Definitions and conventions

Units are \(\hbar=c=1\). The one-electron Hamiltonian of the Furry picture, with a position-dependent mass, is

\[
H=\boldsymbol\alpha\cdot\mathbf p+\beta\,\mu(r)+V(r),\qquad
\mu(r)=\begin{cases}m,& r<R\\ M,& r>R.\end{cases}
\]

The scalar wall has height \(M-m\). It multiplies \(\beta\), like a mass. A vector wall is instead a step in \(V\), which multiplies the unit matrix. In the scalar problem \(V\) is continuous at \(R\), and outside it is bounded with a bounded derivative. Write \(\varepsilon(r)=E-V(r)\), and let \(\mathbf n=\mathbf r/r\) be the outward normal.

In the standard representation take

\[
\psi=\frac1r\begin{pmatrix}G(r)\,\Omega_\kappa\\ iF(r)\,\Omega_{-\kappa}\end{pmatrix},\quad
\boldsymbol\sigma\cdot\mathbf n\,\Omega_\kappa=-\Omega_{-\kappa},\quad
\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa ,
\]

with normalized spinors \(\Omega\), so that \(\int|\psi|^2d^3r=\int(|G|^2+|F|^2)dr\). Here \(\kappa=\pm1,\pm2,\dots\), and \(\kappa=-1\) for \(s_{1/2}\) states.

From \(\boldsymbol\sigma\cdot\mathbf p=-i\,\boldsymbol\sigma\cdot\mathbf n\,(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)\),

\[
\boldsymbol\sigma\cdot\mathbf p\,\frac Gr\Omega_\kappa
=-i\,\boldsymbol\sigma\cdot\mathbf n\left[\frac{G'}r-\frac G{r^2}+\frac{(\kappa+1)G}{r^2}\right]\Omega_\kappa
=\frac ir\left(G'+\frac\kappa rG\right)\Omega_{-\kappa}.
\]

Replacing \(\kappa\) by \(-\kappa\) and \(G\) by \(iF\) gives \(-(F'-\kappa F/r)\Omega_\kappa/r\) for the lower component. Hence the radial operator is

\[
h\begin{pmatrix}G\\F\end{pmatrix}=
\begin{pmatrix}(\mu+V)G-F'+\kappa F/r\\ G'+\kappa G/r+(V-\mu)F\end{pmatrix},
\]

and \(h\Phi=E\Phi\) reads

\[
G'=-\frac\kappa rG+(\varepsilon+\mu)F,\qquad
F'=\frac\kappa rF-(\varepsilon-\mu)G. \tag{1}
\]

A finite jump in \(\mu\) leaves \(G\) and \(F\) continuous, since (1) then contains no delta function.

## 2. The infinite scalar wall

Outside, let \(w=F/G\). Equation (1) with \(\mu=M\) gives

\[
w'=\frac{F'}G-w\frac{G'}G
=\frac{2\kappa}r w+M-\varepsilon-(M+\varepsilon)w^2. \tag{2}
\]

For \(M\) much larger than \(|\varepsilon|\) and \(|\kappa|/R\), the nearly constant solutions have \(w\approx\pm1\). Since \(G'\approx MwG\), the value \(+1\) belongs to growth and \(-1\) to decay. A normalizable state needs the second. A small deviation \(\delta\) from it obeys \(\delta'\approx2M\delta\), so it dies out when (2) is followed inward. The wall therefore fixes the ratio at its inner edge, whatever the details far outside.

For the first correction insert \(w=-1+c/M\). Then \((M+\varepsilon)w^2=M+\varepsilon-2c+O(1/M)\), while \(w'=O(1/M)\). The terms of order one in (2) give

\[
0=-\frac{2\kappa}r-2\varepsilon+2c
\quad\Rightarrow\quad
\frac{F(R)}{G(R)}=-1+\frac{\varepsilon(R)+\kappa/R}{M}+O(M^{-2}). \tag{3}
\]

The limit at fixed \(E\) and \(\kappa\) is the bag condition

\[
\boxed{F(R)=-G(R)}\qquad\Longleftrightarrow\qquad
-i\beta\,\boldsymbol\alpha\cdot\mathbf n\,\psi=\psi\quad(r=R). \tag{4}
\]

To check the equivalence, apply the matrices in turn:

\[
\boldsymbol\alpha\cdot\mathbf n\,\psi=\frac1r\begin{pmatrix}-iF\Omega_\kappa\\-G\Omega_{-\kappa}\end{pmatrix},\qquad
-i\beta\,\boldsymbol\alpha\cdot\mathbf n\,\psi=\frac1r\begin{pmatrix}-F\Omega_\kappa\\-iG\Omega_{-\kappa}\end{pmatrix}.
\]

Equality with \(\psi\) requires \(G=-F\) in both rows. The sign depends on the outward direction of \(\mathbf n\) and on the factor \(i\) in the lower component; either convention, if changed, must be changed in (4) as well.

The matrix \(B=-i\beta\,\boldsymbol\alpha\cdot\mathbf n\) is Hermitian, has \(B^2=1\), and anticommutes with \(\boldsymbol\alpha\cdot\mathbf n\). With \(\psi=B\psi\),

\[
\psi^\dagger\boldsymbol\alpha\cdot\mathbf n\,\psi
=\psi^\dagger B\,\boldsymbol\alpha\cdot\mathbf n\,B\psi
=-\psi^\dagger\boldsymbol\alpha\cdot\mathbf n\,\psi=0 .
\]

No current crosses the surface. The density there is \(2|G(R)|^2/R^2\) up to the angular factor, and it need not vanish.

## 3. What a high but finite wall does

Let \((G,F)\) and \((g,f)\) be real solutions of (1) in \(r<R\), regular at the origin, with energies \(E\) and \(e\). In the derivative of \(Gf-Fg\) the terms in \(\kappa\), \(m\) and \(V\) cancel:

\[
\begin{aligned}
(Gf-Fg)'&=(E-V+m)Ff-(e-V-m)Gg\\
&\quad+(E-V-m)Gg-(e-V+m)Ff\\
&=(E-e)(Gg+Ff).
\end{aligned}
\]

The boundary term at the origin vanishes (Section 4), so

\[
(E-e)\int_0^R(Gg+Ff)\,dr=\bigl[Gf-Fg\bigr]_{r=R}. \tag{5}
\]

For neighbouring energies, (5) gives \(\partial(F/G)/\partial E=-N/G^2\) at \(R\), where \(N=\int_0^R(G^2+F^2)dr\). A nontrivial bag state has \(G(R)\ne0\), so this slope is finite and nonzero. A small change of the required ratio therefore moves the energy by a small, well-defined amount. Each bag level is thus the limit of a finite-wall level.

Let \((g,f)\) be a normalized bag state, \(f(R)=-g(R)\), and let \((G,F)\) be the corresponding finite-wall state. By (3),

\[
Gf-Fg=-(G+F)g=-\frac{\varepsilon+\kappa/R}{M}\,Gg+O(M^{-2}).
\]

To leading order \(G=g\), and the integral in (5) is one. Hence

\[
E_M-E_{\rm bag}=-\frac{g(R)^2}{M}\left(E_{\rm bag}-V(R)+\frac\kappa R\right)+O(M^{-2}). \tag{6}
\]

Now compare with a bag of radius \(R+\delta\), with the potential continued smoothly. Its solution has \(F=-G\) at \(R+\delta\), where (1) gives

\[
(G+F)'=-\frac{2\kappa}{R}G-(\varepsilon+m)G-(\varepsilon-m)G=-2\left(\varepsilon+\frac\kappa R\right)G
\]

up to terms of order \(\delta\). At \(R\), therefore, \(G+F=2\delta(\varepsilon+\kappa/R)G\), and (5) yields

\[
\frac{dE_{\rm bag}}{dR}=-2g(R)^2\left(E_{\rm bag}-V(R)+\frac\kappa R\right),\qquad
E_M-E_{\rm bag}=\frac1{2M}\frac{dE_{\rm bag}}{dR}+O(M^{-2}). \tag{7}
\]

To first order in \(1/M\), the wall acts as a bag of radius \(R+1/(2M)\). The outside functions are \(G\approx G(R)e^{-M(r-R)}\) and \(F\approx-G\), so the probability outside is

\[
P_{\rm out}\approx2G(R)^2\int_R^\infty e^{-2M(r-R)}dr=\frac{G(R)^2}{M}. \tag{8}
\]

These estimates are not uniform in energy or angular momentum. For given \(M\) they fail once \(|\varepsilon|\) or \(|\kappa|/R\) becomes comparable with \(M\). A sum over intermediate states that uses the bag spectrum therefore presupposes \(M\to\infty\) before the sum is extended to high energies.

## 4. Self-adjointness on \(0<r<R\)

Allow \(V=-a/r+\) a bounded function, with real \(a\), and set \(\gamma=\sqrt{\kappa^2-a^2}\). Assume

\[
a^2\le\kappa^2-\tfrac14,\qquad\text{that is}\qquad\gamma\ge\tfrac12 .
\]

The domain consists of square-integrable pairs \(\Phi=(G,F)\), locally absolutely continuous on \((0,R]\), with \(h\Phi\) square integrable and \(F(R)=-G(R)\). For \(\varphi=(g,f)\), integration by parts gives

\[
\langle\varphi,h\Phi\rangle-\langle h\varphi,\Phi\rangle
=\bigl[-g^*F+f^*G\bigr]_0^R. \tag{9}
\]

**The origin.** Put \(h\Phi=\eta\) and solve for the derivatives:

\[
\Phi'=\frac1rK\Phi+\chi,\qquad
K=\begin{pmatrix}-\kappa&a\\-a&\kappa\end{pmatrix},\qquad K^2=\gamma^2\,\mathbf 1 .
\]

The vector \(\chi\) collects \(\eta\), the mass terms and the bounded part of \(V\), and it is square integrable. Along the eigenvectors of \(K\), the components obey \(y_\pm'=\pm\gamma y_\pm/r+\chi_\pm\). For the lower sign

\[
y_-=r^{-\gamma}\left(C+\int_0^r s^\gamma\chi_-\,ds\right).
\]

By the Schwarz inequality the integral is at most \(\|\chi_-\|\,r^{\gamma+1/2}/\sqrt{2\gamma+1}\). Since \(r^{-\gamma}\) is not square integrable for \(\gamma\ge\frac12\), \(C=0\), and \(y_-=O(r^{1/2})\). For the upper sign

\[
y_+=r^\gamma\left(R^{-\gamma}y_+(R)-\int_r^Rs^{-\gamma}\chi_+\,ds\right).
\]

The same inequality gives \(O(r^\gamma)+O(r^{1/2})\) for \(\gamma>\frac12\), and an additional factor \(\sqrt{\ln(R/r)}\) at \(\gamma=\frac12\). Both components vanish at the origin, and so does the lower limit in (9). If \(0<\gamma<\frac12\), the solution \(r^{-\gamma}\) is also square integrable, and a condition at the origin must be added.

**The surface.** If both functions obey the bag condition, the upper limit is \(g^*G-g^*G=0\), so \(h\) is symmetric. For self-adjointness, let \(\varphi\) lie in the domain of the adjoint. Testing with functions supported away from both ends shows that the adjoint acts through the same differential expression, with \(h\varphi\) square integrable. For general \(\Phi\) in the domain, (9) then requires

\[
\bigl(g^*(R)+f^*(R)\bigr)G(R)=0 .
\]

Since \(G(R)\) is arbitrary, \(f(R)=-g(R)\). The adjoint has the same domain, and \(h\) is self-adjoint.

The same argument works for \(F(R)=tG(R)\) with any real \(t\), and for \(G(R)=0\). Self-adjointness alone does not select \(t=-1\); the positive infinite mass outside does. Imposing \(G(R)=F(R)=0\) together makes (9) vanish for every \(\varphi\), so the adjoint has no surface condition. That operator is symmetric but not self-adjoint.

The bag condition also respects charge conjugation. The exchange \(G\leftrightarrow F\), with \(\kappa\to-\kappa\), \(E\to-E\) and \(V\to-V\), interchanges the two equations in (1) and preserves \(F=-G\). The condition \(G(R)=0\), by contrast, turns into \(F(R)=0\).

## 5. The vector wall

For a planar step at \(x=0\), use the components \((A,B)\) with \(\alpha_x=\sigma_x\), \(\beta=\sigma_z\). A wave of momentum \(p>0\) and energy \(E=\sqrt{p^2+m^2}\) comes from the left, where \(V=0\). On the right \(V=V_0>E+m\) and the mass is still \(m\). There

\[
k^2=(E-V_0)^2-m^2>0,
\]

so the wave propagates. Its group velocity is \(dE/dk=k/(E-V_0)\). Because \(E-V_0<0\), motion to the right requires \(k<0\). The component ratio is then positive:

\[
\frac BA=\frac{k}{E-V_0+m}=\frac{|k|}{V_0-E-m}
=\sqrt{\frac{V_0-E+m}{V_0-E-m}} .
\]

With reflected and transmitted amplitudes \(\mathcal r\) and \(\mathcal t\), continuity gives

\[
1+\mathcal r=\mathcal t,\qquad 1-\mathcal r=\rho\,\mathcal t,\qquad
\rho=\frac{E+m}{p}\,\frac BA .
\]

Thus \(\mathcal t=2/(1+\rho)\). The current is \(2\,{\rm Re}(A^*B)\), so the transmitted fraction is

\[
T=\rho\,\mathcal t^2=\frac{4\rho}{(1+\rho)^2},\qquad
\rho^2=\frac{(V_0-E+m)(E+m)}{(V_0-E-m)(E-m)} . \tag{10}
\]

Choosing \(k>0\) would make \(\rho\) negative and \(\mathcal r^2>1\), the paradoxical form of the result. With the outgoing choice reflection is below one, but the wall still does not confine. As \(V_0\to\infty\), \(\rho\to(E+m)/p\), and with \(p^2=(E+m)(E-m)\),

\[
T\to\frac{4p(E+m)}{(E+m+p)^2}
=\frac{4p(E+m)}{2(E+m)(E+p)}=\frac{2p}{E+p}. \tag{11}
\]

For a scalar step to mass \(M>E\), \(k=i\lambda\) with \(\lambda=\sqrt{M^2-E^2}\), and \(B/A=i\lambda/(E+M)\). Then \(\rho\) is imaginary and \(|\mathcal r|=|(1-\rho)/(1+\rho)|=1\): reflection is total. The scalar wall widens the gap to \(|E|<M\), whereas the vector wall shifts the gap upward and leaves negative-energy waves of the outer region at the electron's energy.

**A sphere with an infinite vector wall.** For \(V_0\to\infty\), (1) outside becomes \(G'\approx\varepsilon F\), \(F'\approx-\varepsilon G\), with solutions \(F=\pm iG\), \(G\propto e^{\pm i\varepsilon r}\). In a packet the phase \(\pm(E-V_0)r-Et\) is stationary in \(E\) at \(r=\pm t\), so the upper sign is outgoing:

\[
F(R)=iG(R). \tag{12}
\]

A real standing wave outside, fixed by a condition at some radius \(L>R\), has \(F(R)/G(R)=-\tan[(E-V_0)(R-L)+\theta]\), with \(\theta\) set by that condition. This ratio oscillates as \(V_0\) grows and has no limit. With (12), the surface term in (9) for \(\varphi=\Phi\) is \(-2i|G(R)|^2\). The interior probability changes as

\[
\frac{d}{dt}\|\Phi\|^2=-i\bigl(\langle\Phi,h\Phi\rangle-\langle h\Phi,\Phi\rangle\bigr)=-2|G(R)|^2 .
\]

The Hamiltonian on all space with a finite vector step remains self-adjoint, because the step is a bounded Hermitian addition. What is lost is a closed interior problem.

## 6. Numbers for a massless sphere

Take \(m=V=0\), \(\kappa=-1\), \(x=ER\). Equation (1) gives

\[
G=\sin Er,\qquad F=\cos Er-\frac{\sin Er}{Er}.
\]

The bag condition is \(\sin x/x-\cos x=\sin x\), with lowest positive root \(x=2.042787\). Since \(E=x/R\), (7) gives

\[
R\,G(R)^2=\frac{x}{2(x-1)}=\frac{2.042787}{2.085574}=0.979484 .
\]

A finite wall with \(MR=100\) gives \(x=2.032599\). The shifted-radius estimate is \(2.042787/1.005=2.03262\). The outside probability is 0.009747, against 0.009795 from (8). At \(MR=10\) the same comparison is 0.0943 against 0.0979, which shows the size of the neglected terms.

For the infinite vector wall, (12) gives \(\sin x/x=e^{-ix}\). Multiplication by \(e^{ix}\) and \(z=2ix\) turn this into \(e^z=1+z\). With \(u=-(1+z)\), it becomes \(ue^u=-1/e\), so

\[
x=\frac{-1-W_k(-1/e)}{2i},
\]

where \(W_k\) is a branch of the Lambert function. The branches \(k=0\) and \(k=-1\) give \(x=0\) and must be discarded: at \(E=0\) the regular solution is \(G=r\), \(F=0\), which does not satisfy (12). The other branches pair up, \(k\) with \(-1-k\), as \(x\) and \(-x^*\). The branch \(k=-2\) gives \(x=3.73074-1.04442\,i\). The decay rate is \(-2\,{\rm Im}E=2.08884/R\), so the lifetime is about \(0.48R\), less than the time light needs to travel one radius. At \(V_0R=1000\) the root is \(3.73127-1.04255\,i\), close to the limit.

For the planar step with \(m=p=1\), \(E=1.414214\) and (11) gives \(T=2/2.414214=0.8284\). At \(V_0=10\), (10) gives 0.7870. A wave packet evolved in time transmits 0.7859, within the test tolerance of 0.005; the difference has two sources. Averaging (10) over the momentum spread of the packet gives 0.7865, or 0.7863 once its small negative-energy part is removed. The rest is grid error: halving the step from 0.025 to 0.0125 raises the packet value by about 0.0003, to 0.7862. With a scalar wall of \(M=10\), the probability on the far side after the collision is \(2.8\times10^{-7}\). This is not a transmission probability. The initial Gaussian, centred five standard deviations before the wall, already has about \(2.9\times10^{-7}\) of its probability beyond it, and about \(2.5\times10^{-7}\) stays there. The remaining \(0.3\times10^{-7}\) is the evanescent tail of the reflected packet, which at the time of measurement is only about five standard deviations from the wall; this part dies away later. A packet started seven standard deviations away leaves about \(10^{-12}\) on the far side.

## 7. Hydrogen-like Sb\(^{50+}\) in a bag cavity

The model is the one-electron Dirac equation with a point nucleus, \(V=-Z\alpha/r\), \(Z=51\). Nuclear size, recoil and radiative corrections are left out. Lengths are in \(\hbar/(mc)\) and energies in \(mc^2\). With \(a=Z\alpha=0.372165\), \(\gamma=0.928167\) exceeds \(\frac12\), so Section 4 applies.

For the free 1s state try \(F/G=(\gamma-1)/a\) and \(E=\gamma\). The first equation in (1) becomes

\[
\frac{G'}G=\frac1r+\left(\gamma+1+\frac ar\right)\frac{\gamma-1}a=\frac\gamma r-a ,
\]

using \(\gamma^2-1=-a^2\). The second equation requires \((\gamma+1)F/G=-a\), which is the same identity. Hence \(G\propto r^\gamma e^{-ar}\), and \(E-1=-0.071833\), or \(-36.7\) keV.

In a cavity with \(R=8\), or 3.089 pm, the energy is 0.934911. The shift is \(0.006745\times510.999=3.447\) keV upward. For \(R=12\) and \(16\) the shifts are 0.351 and 0.0316 keV. Their successive ratios are 9.8 and 11.1. If the shift followed the free surface density \(r^{2\gamma}e^{-2ar}\), the ratios would be 9.3 and 11.5. This rough estimate accounts for most of the fall with radius, though the cavity also changes the function near its surface.

The sign follows from (7). At \(R=8\), where \(G(R)^2=0.0022234\),

\[
E-V(R)+\frac\kappa R=0.934911+\frac{0.372165}{8}-\frac18=0.856432,
\]

\[
\frac{dE}{dR}=-2(0.0022234)(0.856432)=-0.003808 .
\]

Finite differences between neighbouring cavities give the same value. For every \(R\ge8\) the factor \(E-V(R)+\kappa/R\) equals \(E-(1-a)/R\), where \((1-a)/R<0.08\). It is positive for the 1s level, whose energy is close to 0.93. Enlarging the cavity therefore lowers the level steadily towards its free value, and the shift at finite \(R\) is upward.

A finite wall with \(M=160\) has \(F/G=-0.994661\); (3) gives \(-1+0.856432/160=-0.994647\). Its energy differs from the bag energy by \(-1.193\times10^{-5}\), against \(-0.003808/320=-1.190\times10^{-5}\) from (7). The ratio of computed to first-order shift is 1.019, 1.0046 and 1.0023 for \(M=20\), 80 and 160. The excess falls roughly as \(1/M\), as the next term of the expansion should.

## 8. Imposing the condition in a basis

Use expansion functions \(r^\gamma\) times polynomials. Let all upper and lower functions vanish at \(R\), except for one coupled function whose components there are in the ratio \(1:-1\). Every combination then satisfies (4), and the matrix of \(h\) is Hermitian up to rounding. For the Sb cavity with \(R=8\) its relative asymmetry is \(2.8\times10^{-13}\); replacing \(-1\) by \(i\) raises it to 0.57. The real ratio 0.7 also gives a Hermitian matrix, so Hermiticity cannot detect a wrong real ratio or sign. The massless root \(x=2.042787\) can: with \(F=+G\) the equation would be \(\cos x-\sin x/x=\sin x\), which this number does not satisfy.

The numerical output below lists the remaining values, including other \(\kappa\) and the charge-conjugate level.

## Values computed for the example and the checks

```
SYMMETRY (relative asymmetry of the matrix of H)
F(R)/G(R) = -1: 2.8e-13
F(R)/G(R) = 0.7: 2.9e-13
F(R)/G(R) = i: 5.7e-01
Green form / |G(R)|^2 for ratio i: -2.000000 i
MASSLESS BAG, R = 1, lowest positive E*R
kappa = -1: E*R = 2.042787
kappa =  1: E*R = 3.811539
kappa = -2: E*R = 3.203919
kappa = -1: R*G(R)^2 = 0.979484
MASSLESS SPHERE, FINITE SCALAR WALL (R = 1, kappa = -1)
M*R = 10: E*R = 1.943016, P_outside = 0.094262
M*R = 100: E*R = 2.032599, P_outside = 0.009747
M*R = 1000: E*R = 2.041766, P_outside = 0.000979
Sb(50+) 1s, POINT NUCLEUS, BAG CAVITY
Z*alpha = 0.372165, gamma = 0.928167
mc^2 = 510.9990 keV, hbar/(mc) = 0.386159 pm
free ion: E = 0.92816659 mc^2
free ion: E - mc^2 = -36.7068 keV
R = 8 hbar/(mc): E = 0.93491128 mc^2
   shift from free ion = 3.44653 keV
R = 12 hbar/(mc): E = 0.92885359 mc^2
   shift from free ion = 0.35105 keV
R = 16 hbar/(mc): E = 0.92822845 mc^2
   shift from free ion = 0.03161 keV
R = 8 hbar/(mc) = 3.0893 pm
R = 8: G(R)^2 = 0.0022234 mc/hbar
R = 8: dE/dR from differences = -0.0038084 (mc^2)(mc/hbar)
R = 8: dE/dR from G(R)^2     = -0.0038084 (mc^2)(mc/hbar)
R = 8: E - V(R) + kappa/R = 0.856432 mc^2
finite scalar wall at R = 8; M in units of m
M = 20: F/G = -0.958045, E = 0.93481426 mc^2
   shift / [(dE/dR)/(2M)] = 1.01897
M = 80: F/G = -0.989351, E = 0.93488737 mc^2
   shift / [(dE/dR)/(2M)] = 1.00456
M = 160: F/G = -0.994661, E = 0.93489935 mc^2
   shift / [(dE/dR)/(2M)] = 1.00226
charge-conjugate state: E = -0.93491128 mc^2
PLANAR STEP, m = p = 1, wall height parameter 10
E = 1.414214
vector V0 = 10: T packet = 0.7859
vector V0 = 10: T formula = 0.7870
vector V0 -> infinity: T = 0.8284
scalar M = 10: T packet = 2.8e-07
MASSLESS SPHERE, VECTOR WALL, outgoing wave (R = 1)
V0 -> infinity: E*R = 3.73074 -1.04442 i
V0*R = 1000:    E*R = 3.73127 -1.04255 i
decay rate * R = 2.08884
```
